**Born charge above nominal charge: two-site bond and alternating chain**

The program tests how distance-dependent hopping, t ∝ r^(−n), raises the Born charge of a cation above its nominal charge. With 2D the level splitting and c = D/√(D²+t²), the excess of an isolated bond is (1−c)[n c(1+c)−1]. For a chain it is the average over the phase per bond k of 4t²(n−cos²k)/[E(E+D)], where E = √(D²+4t²cos²k). Assertions compare these formulas with derivatives of dipoles from diagonalized bonds and long open chains, and compare the chain example with a Berry-phase calculation. Further assertions cover the bond's threshold and maximum, the frozen-hopping control, the opposite excess of the anion, the exchange feedback and a continuous two-well problem. For t = 2 eV, 2D = 6 eV, n = 3.5 and nominal charge 4, the output gives Born charges of 4.73 for the bond and 5.83 for the chain, while the static charges stay below 4. The output also sizes neglected effects, of which two added π chains are the largest and bring the model value to 7.0.

## Program and output

```python
"""
Why a Born charge can exceed the nominal ionic charge.
Result under test: displacement changes the hopping t ~ r**(-n), and the charge
driven along the bond adds to the charge carried by the moving ion.
  isolated bond: excess = (1-c)*(n*c*(1+c)-1),  c = D/sqrt(D^2+t^2)
  chain: excess = average over k of 4t^2(n-cos(k)^2)/(E(E+D)),
         E = sqrt(D^2+4t^2 cos(k)^2)
D: half the cation-anion level splitting (eV); t: hopping (eV);
n: hopping exponent; k: phase per bond; excess: Born minus nominal charge (e).
Lengths are in nm. Each bond orbital holds two electrons of opposite spin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

spacing, hopping, half_split, exponent, nominal = 0.2, 2.0, 3.0, 3.5, 4.0
shift = 0.01
step = 2e-5


def slope(function, x, h=step):
    return (function(x + h) - function(x - h)) / (2 * h)


def bond_dipole(r, t0, D0, n, m=0.0):
    """Electronic dipole (e nm), anion at the origin, cation at r."""
    t = t0 * (r / spacing) ** (-n)
    D = D0 * (r / spacing) ** (-m)
    vectors = np.linalg.eigh(np.array([[D, -t], [-t, -D]]))[1]
    return -2 * vectors[0, 0] ** 2 * r


def bond_excess_numeric(t, D, n, m=0.0):
    return slope(lambda r: bond_dipole(r, t, D, n, m), spacing)


def bond_excess_formula(t, D, n):
    c = D / np.hypot(D, t)
    return (1 - c) * (n * c * (1 + c) - 1)


def open_chain(u, t0, D, n, cations=41, xi=0.0):
    """Move the central site by u; return electronic dipole and populations.
    Even sites are anions. xi is an intersite position element (nm), directed
    from anion to cation and scaling with distance as the hopping does."""
    size = 2 * cations + 1
    x = (np.arange(size) - cations) * spacing
    x[cations] += u
    scale = (np.diff(x) / spacing) ** (-n)
    levels = np.where(np.arange(size) % 2 == 0, -D, D)
    H = np.diag(levels) - np.diag(t0 * scale, 1) - np.diag(t0 * scale, -1)
    occupied = np.linalg.eigh(H)[1][:, :cations + 1]
    population = 2 * np.sum(occupied ** 2, axis=1)
    bond_order = 2 * np.sum(occupied[:-1] * occupied[1:], axis=1)
    direction = np.where(np.arange(size - 1) % 2 == 0, 1.0, -1.0)
    dipole = -np.dot(x, population)
    dipole -= 2 * np.sum(bond_order * direction * xi * scale)
    return dipole, population


def chain_excess_numeric(t, D, n, xi=0.0):
    return slope(lambda u: open_chain(u, t, D, n, xi=xi)[0], 0.0)


def phase_average(function):
    return quad(function, 0, np.pi / 2, epsabs=1e-11)[0] * 2 / np.pi


def band_energy(k, t, D):
    return np.sqrt(D * D + 4 * t * t * np.cos(k) ** 2)


def chain_excess_formula(t, D, n):
    def integrand(k):
        E = band_energy(k, t, D)
        return 4 * t * t * (n - np.cos(k) ** 2) / (E * (E + D))
    return phase_average(integrand)


def lower_band(u, t_right, t_left, D, points=800):
    """Periodic chain: anion at 0, cation at spacing+u."""
    k = np.arange(points) * np.pi / spacing / points
    off = -(t_right * np.exp(1j * k * (spacing - u))
            + t_left * np.exp(-1j * k * (spacing + u)))
    H = np.zeros((points, 2, 2), dtype=complex)
    H[:, 0, 0], H[:, 1, 1] = D, -D
    H[:, 0, 1], H[:, 1, 0] = off, off.conj()
    return k, np.linalg.eigh(H)[1][:, :, 0]


def periodic_shift(u, t, D, n):
    """Electronic dipole per cell by Berry phase, and cation population."""
    right = t * ((spacing - u) / spacing) ** (-n)
    left = t * ((spacing + u) / spacing) ** (-n)
    _, v = lower_band(u, right, left, D)
    following = np.roll(v, -1, axis=0)
    positions = np.array([spacing + u, 0.0])
    following[-1] *= np.exp(-1j * np.pi / spacing * positions)
    links = np.sum(v.conj() * following, axis=1)
    centre = -(spacing / np.pi) * np.angle(np.prod(links))
    return -2 * centre, 2 * np.mean(abs(v[:, 0]) ** 2)


# Isolated bond: derivative of the diagonalized dipole against the formula.
for t, D, n in [(2, 3, 3.5), (1, 4, 2), (3, 0.5, 2), (2, 3, 0)]:
    assert abs(bond_excess_numeric(t, D, n)
               - bond_excess_formula(t, D, n)) < 1e-5
# A splitting that also varies as a power law only changes the exponent.
for m in (1.0, 5.0):
    assert abs(bond_excess_numeric(hopping, half_split, exponent, m)
               - bond_excess_formula(hopping, half_split, exponent - m)) < 1e-5
assert bond_excess_numeric(hopping, half_split, exponent, 5.0) < 0

# Threshold and largest excess found from the diagonalized dipole.
D_threshold = brentq(
    lambda D: bond_excess_numeric(hopping, D, exponent), 0.05, 3)
c_threshold = D_threshold / np.hypot(D_threshold, hopping)
assert abs(exponent * c_threshold * (1 + c_threshold) - 1) < 1e-5
search = minimize_scalar(
    lambda D: -bond_excess_numeric(hopping, D, exponent),
    bounds=(0.5, 10), method="bounded")
c_best, best_excess = search.x / np.hypot(search.x, hopping), -search.fun
c_predicted = np.sqrt((exponent + 1) / (3 * exponent))
assert abs(c_best - c_predicted) < 1e-3
assert abs(best_excess - (2 * (exponent + 1) * c_predicted / 3 - 1)) < 1e-5

# Chain: one moved ion in a long open chain against the band formula.
for t, D, n in [(2, 3, 3.5), (1, 3, 3.5), (2, 2, 1), (2, 3, 0),
                (2, 2, 0.5), (0.5, 3, 0.5), (0.3, 3, 0.3)]:
    numeric = chain_excess_numeric(t, D, n)
    assert abs(numeric - chain_excess_formula(t, D, n)) < 1e-5
    if n >= 0.5:
        assert numeric > 0
    else:
        assert numeric < 0
weak_t = 0.05
weak_chain = chain_excess_numeric(weak_t, half_split, exponent)
weak_bond = bond_excess_numeric(weak_t, half_split, exponent)
assert abs(weak_chain / weak_bond - 2) < 0.01
assert abs(weak_chain / ((2 * exponent - 1) * (weak_t / half_split) ** 2)
           - 1) < 0.01

chain_excess = chain_excess_numeric(hopping, half_split, exponent)
frozen_excess = chain_excess_numeric(hopping, half_split, 0)
cation_electrons = periodic_shift(0.0, hopping, half_split, exponent)[1]
assert abs(frozen_excess + cation_electrons) < 1e-5
transfer = phase_average(
    lambda k: 4 * exponent * hopping ** 2 * half_split * np.sin(k) ** 2
    / band_energy(k, hopping, half_split) ** 3)
assert abs(transfer - (chain_excess - frozen_excess)) < 1e-5
# Finite k spacing limits the Berry-phase comparison.
berry_excess = slope(
    lambda u: periodic_shift(u, hopping, half_split, exponent)[0], 0.0, 1e-4)
assert abs(berry_excess - chain_excess) < 1e-3

# Moving an anion instead gives the opposite excess.
anion_charge = slope(lambda u: open_chain(
    u, hopping, half_split, exponent, cations=40)[0], 0.0)
assert abs(anion_charge + 2 + chain_excess) < 1e-5

# Charge flow for one moved cation; the odd part isolates linear response.
plus = open_chain(shift, hopping, half_split, exponent)[1]
minus = open_chain(-shift, hopping, half_split, exponent)[1]
flow = (plus - minus) / 2
assert abs(flow[41]) < 1e-10 and flow[42] < 0 < flow[40]
pop_plus = periodic_shift(shift, hopping, half_split, exponent)[1]
pop_half = periodic_shift(shift / 2, hopping, half_split, exponent)[1]
population_change = pop_plus - cation_electrons
assert abs(population_change / (pop_half - cation_electrons) - 4) < 0.2

# Continuous two-well problem: no two-orbital basis is assumed.
kinetic = const.hbar ** 2 / (2 * const.m_e) / const.e * 1e18
grid = np.linspace(-0.8, 1.0, 1801)
grid_step = grid[1] - grid[0]
well_width, anion_depth, cation_depth = 0.05, 40.0, 32.0


def well_dipole(r):
    potential = (-anion_depth * np.exp(-grid ** 2 / (2 * well_width ** 2))
                 - cation_depth
                 * np.exp(-(grid - r) ** 2 / (2 * well_width ** 2)))
    vector = eigh_tridiagonal(
        potential + 2 * kinetic / grid_step ** 2,
        -kinetic / grid_step ** 2 * np.ones(len(grid) - 1),
        select="i", select_range=(0, 0))[1][:, 0]
    return -2 * np.dot(grid, vector ** 2) / np.dot(vector, vector)


well_near = slope(well_dipole, 0.2, 0.001)
well_far = slope(well_dipole, 0.4, 0.001)
assert well_near > 0 and abs(well_far) < 0.1 * well_near

# Intersite exchange: self-consistent hopping difference against response.
exchange = 1.0
susceptibility = phase_average(
    lambda k: np.sin(k) ** 2 / band_energy(k, hopping, half_split))
bare_difference = 1e-3
difference = bare_difference
for _ in range(30):
    k, v = lower_band(0.0, hopping + difference,
                      hopping - difference, half_split)
    coherence = v[:, 0].conj() * v[:, 1]
    right_order = np.mean((coherence * np.exp(1j * k * spacing)).real)
    left_order = np.mean((coherence * np.exp(-1j * k * spacing)).real)
    difference = bare_difference + exchange * (right_order - left_order) / 2
exchange_factor = difference / bare_difference
assert abs(exchange_factor - 1 / (1 - exchange * susceptibility)) < 1e-4

# Other neglected effects.
pi_excess = chain_excess_numeric(hopping / 2, half_split, exponent)
position_element = 0.005
position_change = chain_excess_numeric(
    hopping, half_split, exponent, position_element) - chain_excess
finite_excess = periodic_shift(
    shift, hopping, half_split, exponent)[0] / shift
cell_volume = (2 * spacing * 1e-9) ** 3
to_polarization = const.e * shift * 1e-9 / cell_volume * 100
temperature = 400.0
thermal_log = (-half_split * const.e / (const.k * temperature)) / np.log(10)
field = 1.0
field_drop = field * 0.1 * spacing

E_bond = np.hypot(half_split, hopping)
c_bond = half_split / E_bond
bond_excess = bond_excess_numeric(hopping, half_split, exponent)
bond_transfer = bond_excess + 1 - c_bond
bond_shifted = bond_excess_numeric(hopping, half_split, exponent, 1.0)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Bond length", spacing, "nm")
show("Hopping", hopping, "eV")
show("Level splitting 2D", 2 * half_split, "eV")
show("Hopping exponent n", exponent)
show("Nominal cation charge", nominal, "e")
show("Bond: E", E_bond, "eV")
show("Bond: c = D/E", c_bond)
show("Bond: electrons on cation", 1 - c_bond)
show("Bond: static cation charge", nominal - 1 + c_bond, "e")
show("Bond: transfer term", bond_transfer, "e")
show("Bond: Born charge", nominal + bond_excess, "e")
show("Bond: excess over nominal", bond_excess, "e")
show("Bond: threshold c for excess", c_threshold)
show("Bond: c at largest excess", c_best)
show("Bond: largest excess", best_excess, "e")
show("Bond: excess if D varies as 1/r", bond_shifted, "e")
show("Chain: electrons on cation", cation_electrons)
show("Chain: static cation charge", nominal - cation_electrons, "e")
show("Chain: Born charge, frozen hopping", nominal + frozen_excess, "e")
show("Chain: transfer term", transfer, "e")
show("Chain: Born charge", nominal + chain_excess, "e")
show("Chain: excess over nominal", chain_excess, "e")
show("Chain: Born charge by Berry phase", nominal + berry_excess, "e")
show("Chain: anion Born charge (nominal -2)", anion_charge, "e")
show("Cation displacement", shift, "nm")
show("One cation moved: left anion gains", flow[40], "electrons", 4)
show("One cation moved: right anion loses", -flow[42], "electrons", 4)
show("All cations moved: population change", population_change,
     "electrons per cation", 5)
show("Cubic cell edge", 2 * spacing, "nm")
show("Polarization, nominal charge", nominal * to_polarization, "uC/cm2", 2)
show("Polarization, static charge",
     (nominal - cation_electrons) * to_polarization, "uC/cm2", 2)
show("Polarization, Born charge",
     (nominal + chain_excess) * to_polarization, "uC/cm2", 2)
show("Polarization, finite displacement",
     (nominal + finite_excess) * to_polarization, "uC/cm2", 2)
show("Two wells: Gaussian width", well_width, "nm")
show("Two wells: anion depth", anion_depth, "eV", 1)
show("Two wells: cation depth", cation_depth, "eV", 1)
show("Two wells: excess at 0.2 nm", well_near, "e")
show("Two wells: excess at 0.4 nm", well_far, "e", 5)
show("Neglected: pi hopping", hopping / 2, "eV")
show("Neglected: excess of each pi chain", pi_excess, "e")
show("Born charge with two pi chains",
     nominal + chain_excess + 2 * pi_excess, "e")
show("Neglected: intersite exchange", exchange, "eV")
show("Exchange factor on transfer", exchange_factor)
show("Exchange change of Born charge", transfer * (exchange_factor - 1), "e")
show("Neglected: intersite position element", position_element, "nm")
show("Position-element change of Born charge", position_change, "e")
show("Chain Born charge for n = 3",
     nominal + chain_excess_numeric(hopping, half_split, 3), "e")
show("Chain Born charge for n = 4",
     nominal + chain_excess_numeric(hopping, half_split, 4), "e")
show("Temperature", temperature, "K", 0)
show("log10 of thermal factor exp(-D/kT)", thermal_log, "", 1)
show("Applied field", field, "MV/cm", 1)
show("Field energy drop over one bond", field_drop, "eV")
print("tests ok")
```

It prints:

```
Bond length: 0.200 nm
Hopping: 2.000 eV
Level splitting 2D: 6.000 eV
Hopping exponent n: 3.500
Nominal cation charge: 4.000 e
Bond: E: 3.606 eV
Bond: c = D/E: 0.832
Bond: electrons on cation: 0.168
Bond: static cation charge: 3.832 e
Bond: transfer term: 0.896 e
Bond: Born charge: 4.728 e
Bond: excess over nominal: 0.728 e
Bond: threshold c for excess: 0.232
Bond: c at largest excess: 0.655
Bond: largest excess: 0.964 e
Bond: excess if D varies as 1/r: 0.472 e
Chain: electrons on cation: 0.238
Chain: static cation charge: 3.762 e
Chain: Born charge, frozen hopping: 3.762 e
Chain: transfer term: 2.072 e
Chain: Born charge: 5.834 e
Chain: excess over nominal: 1.834 e
Chain: Born charge by Berry phase: 5.834 e
Chain: anion Born charge (nominal -2): -3.834 e
Cation displacement: 0.010 nm
One cation moved: left anion gains: 0.0339 electrons
One cation moved: right anion loses: 0.0339 electrons
All cations moved: population change: 0.01431 electrons per cation
Cubic cell edge: 0.400 nm
Polarization, nominal charge: 10.01 uC/cm2
Polarization, static charge: 9.42 uC/cm2
Polarization, Born charge: 14.61 uC/cm2
Polarization, finite displacement: 14.57 uC/cm2
Two wells: Gaussian width: 0.050 nm
Two wells: anion depth: 40.0 eV
Two wells: cation depth: 32.0 eV
Two wells: excess at 0.2 nm: 0.602 e
Two wells: excess at 0.4 nm: 0.00010 e
Neglected: pi hopping: 1.000 eV
Neglected: excess of each pi chain: 0.586 e
Born charge with two pi chains: 7.006 e
Neglected: intersite exchange: 1.000 eV
Exchange factor on transfer: 1.167
Exchange change of Born charge: 0.346 e
Neglected: intersite position element: 0.005 nm
Position-element change of Born charge: 0.356 e
Chain Born charge for n = 3: 5.538 e
Chain Born charge for n = 4: 6.131 e
Temperature: 400 K
log10 of thermal factor exp(-D/kT): -37.8
Applied field: 1.0 MV/cm
Field energy drop over one bond: 0.020 eV
tests ok
```
